# Puckering Amplitude and Phase of a Five-Membered Chelate Ring: test program

```python
"""Cremer-Pople puckering of a five-membered chelate ring.

Result under test: heights above the mean plane obey
    z_j = sqrt(2/5) q cos(phi + 4 pi j/5),  j = 0..4,
with q (nm) and phi (degrees) unchanged by proper rigid motions.
Envelope and twist forms occur at reference phases that depend on
the projected ring shape; tan(phi_ref) = sum(w cos)/sum(w sin),
where w is the affine dependency of four projected points.
Atom order: 0 Cd, 1 N, 2 C, 3 C, 4 N.
"""
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
NAMES = ["Cd0", "N1", "C2", "C3", "N4"]
INDEX = np.arange(5)
ANGLE1 = 2 * np.pi * INDEX / 5
ANGLE2 = 2 * ANGLE1


def pucker(ring):
    """Return q, phi in degrees, heights z and the unit normal."""
    centred = ring - ring.mean(axis=0)
    normal = np.cross(np.sin(ANGLE1) @ centred, np.cos(ANGLE1) @ centred)
    normal = normal / np.linalg.norm(normal)
    z = centred @ normal
    a = np.sqrt(0.4) * (z @ np.cos(ANGLE2))
    b = -np.sqrt(0.4) * (z @ np.sin(ANGLE2))
    return np.hypot(a, b), np.degrees(np.arctan2(b, a)) % 360, z, normal


def gap(a, b, period):
    """Smallest separation of two angles on a circle of given period."""
    return abs((a - b + period / 2) % period - period / 2)


def shape_references(ring):
    """Phases modulo 180 degrees of the five envelopes and five twists."""
    _, _, z, normal = pucker(ring)
    flat = ring - ring.mean(axis=0) - np.outer(z, normal)
    flat = flat / np.sqrt(np.mean(np.sum(flat**2, axis=1)))
    unit = np.eye(5)
    table = {}
    for k in range(5):
        envelope_points = np.delete(unit, k, axis=0)
        middle = (unit[(k + 2) % 5] + unit[(k + 3) % 5]) / 2
        twist_points = np.array([unit[k - 1], unit[k],
                                 unit[(k + 1) % 5], middle])
        for form, pick in (("envelope", envelope_points),
                           ("twist", twist_points)):
            rows = np.column_stack([np.ones(4), pick @ flat])
            weights = pick.T @ np.linalg.svd(rows.T)[2][-1]
            table[form, k] = np.degrees(np.arctan2(
                weights @ np.cos(ANGLE2), weights @ np.sin(ANGLE2))) % 180
    return table


FIXED = {}
for atom in range(5):
    FIXED["envelope", atom] = (-144 * atom) % 180
    FIXED["twist", atom] = (90 - 144 * atom) % 180


def nearest_form(phi, table):
    return min(table, key=lambda key: gap(phi, table[key], 180))


def torsion(p0, p1, p2, p3):
    """Signed torsion angle in degrees."""
    b1, b2, b3 = p1 - p0, p2 - p1, p3 - p2
    m, n = np.cross(b1, b2), np.cross(b2, b3)
    return np.degrees(np.arctan2(np.linalg.norm(b2) * (b1 @ n), m @ n))


# Rough model geometry: lengths in nm, angles in degrees
CD_N, N_C, C_C = 0.235, 0.148, 0.152
NCC_ANGLE, NCCN_TORSION = 110.0, 60.0
METAL_FLAP, CARBON_FLAP, CD_N_C_ANGLE = 40.0, 45.0, 107.0


def symmetric_ring(torsion_deg, flap_deg):
    """Twist if the torsion is nonzero, metal envelope if flap is nonzero."""
    bend, half = np.radians(180 - NCC_ANGLE), np.radians(torsion_deg / 2)
    x = C_C / 2 + N_C * np.cos(bend)
    y = N_C * np.sin(bend) * np.cos(half)
    z = -N_C * np.sin(bend) * np.sin(half)
    reach = np.sqrt(CD_N**2 - x**2 - z**2)
    flap = np.radians(flap_deg)
    return np.array([[0, y + reach * np.cos(flap), -reach * np.sin(flap)],
                     [x, y, z], [C_C / 2, 0, 0],
                     [-C_C / 2, 0, 0], [-x, y, -z]])


def carbon_envelope(bite_deg):
    """Cd0, N1, C3, N4 in the plane z = 0, with C2 folded out of it."""
    h = np.radians(bite_deg / 2)
    n1 = CD_N * np.array([np.sin(h), -np.cos(h), 0])
    n4 = n1 * np.array([-1, 1, 1])
    heading = np.pi / 2 - h - np.radians(CD_N_C_ANGLE)
    c3 = n4 + N_C * np.array([np.cos(heading), np.sin(heading), 0])
    base = np.linalg.norm(c3 - n1)
    along = (c3 - n1) / base
    outward = np.array([-along[1], along[0], 0])
    outward = outward * np.sign(outward @ n1)
    foot = (N_C**2 - C_C**2 + base**2) / (2 * base)
    height = np.sqrt(N_C**2 - foot**2)
    f = np.radians(CARBON_FLAP)
    c2 = n1 + foot * along + height * (
        np.cos(f) * outward + np.sin(f) * np.array([0, 0, 1]))
    return np.array([np.zeros(3), n1, c2, c3, n4])


twist = symmetric_ring(NCCN_TORSION, 0.0)
bite = 2 * np.degrees(np.arcsin(np.linalg.norm(twist[1] - twist[4])
                                / (2 * CD_N)))
metal_env = symmetric_ring(0.0, METAL_FLAP)
carbon_env = carbon_envelope(bite)
rings = {"twist": twist, "metal envelope": metal_env,
         "carbon envelope": carbon_env}
expected = {"twist": ("twist", 0), "metal envelope": ("envelope", 0),
            "carbon envelope": ("envelope", 2)}
for name, ring in rings.items():
    lengths = np.linalg.norm(np.roll(ring, -1, axis=0) - ring, axis=1)
    assert np.allclose(lengths, [CD_N, N_C, C_C, N_C, CD_N], atol=1e-12)
    q, phi, z, _ = pucker(ring)
    rebuilt = np.sqrt(0.4) * q * np.cos(np.radians(phi) + ANGLE2)
    assert np.allclose(z, rebuilt, atol=1e-13)
    assert abs(q**2 - z @ z) < 1e-14
    assert nearest_form(phi, shape_references(ring)) == expected[name]

# Regular projection, clockwise when viewed from positive z
SIDE = 0.150
radius = SIDE / (2 * np.sin(np.pi / 5))
regular = np.column_stack([radius * np.sin(ANGLE1),
                           radius * np.cos(ANGLE1), np.zeros(5)])

# Recover known puckering after a random rigid motion
for _ in range(100):
    q_known, phi_known = rng.uniform(0.01, 0.06), rng.uniform(0, 360)
    sample = regular.copy()
    sample[:, 2] = np.sqrt(0.4) * q_known * np.cos(
        np.radians(phi_known) + ANGLE2)
    moved = Rotation.random(random_state=rng).apply(sample)
    q, phi, _, _ = pucker(moved + rng.normal(size=3))
    assert abs(q - q_known) < 1e-12
    assert gap(phi, phi_known, 360) < 1e-9
    refs = shape_references(moved)
    assert max(gap(refs[key], FIXED[key], 180) for key in FIXED) < 1e-8

# Rigid-motion invariance, reflection and renumbering
q_ce, phi_ce, z_ce, normal_ce = pucker(carbon_env)
q_change = phi_change = 0.0
for _ in range(500):
    turn = Rotation.random(random_state=rng)
    moved = turn.apply(carbon_env) + rng.uniform(-10, 10, 3)
    q, phi, _, _ = pucker(moved)
    q_change = max(q_change, abs(q - q_ce))
    phi_change = max(phi_change, gap(phi, phi_ce, 360))
assert q_change < 1e-12 and phi_change < 1e-9
phi_mirror = pucker(carbon_env * np.array([1, 1, -1]))[1]
assert gap(phi_mirror, phi_ce + 180, 360) < 1e-9
for shift in range(1, 5):
    phi_shift = pucker(np.roll(carbon_env, -shift, axis=0))[1]
    assert gap(phi_shift, phi_ce + 144 * shift, 360) < 1e-9
phi_reverse = pucker(carbon_env[[0, 4, 3, 2, 1]])[1]
assert gap(phi_reverse, 180 - phi_ce, 360) < 1e-9

# Exact reference phases on irregular envelopes and twists
for _ in range(100):
    for k in range(5):
        base_ring = regular.copy()
        base_ring[:, :2] += rng.uniform(-0.015, 0.015, (5, 2))
        env, half_chair = base_ring.copy(), base_ring.copy()
        env[k, 2] = 0.05
        half_chair[(k + 2) % 5, 2] = 0.03
        half_chair[(k + 3) % 5, 2] = -0.03
        for form, ring in (("envelope", env), ("twist", half_chair)):
            target = shape_references(ring)[form, k]
            assert gap(pucker(ring)[1], target, 180) < 1e-7

# Change only the metal bond length in an otherwise regular ring
stretch = []
for length in (SIDE, 0.190, CD_N):
    ring = regular.copy()
    ring[0, 1] = ring[1, 1] + np.sqrt(length**2 - ring[1, 0]**2)
    ring[2, 2] = 0.05
    phase = pucker(ring)[1] % 180
    stretch.append((length, phase, gap(phase, FIXED["envelope", 2], 180)))
assert stretch[0][2] < 1e-8
assert stretch[0][2] < stretch[1][2] < stretch[2][2]


def phase_error(ring, sigma):
    """First-order phase error in degrees for independent coordinates."""
    step, slopes = 1e-6, []
    for i in range(15):
        delta = np.zeros(15)
        delta[i] = step
        delta = delta.reshape(5, 3)
        diff = pucker(ring + delta)[1] - pucker(ring - delta)[1]
        slopes.append(((diff + 180) % 360 - 180) / (2 * step))
    return sigma * np.linalg.norm(slopes)


SIGMA = 0.0005
q_tw, phi_tw, z_tw, _ = pucker(twist)
error_linear = phase_error(twist, SIGMA)
draws = np.array([pucker(twist + rng.normal(0, SIGMA, (5, 3)))[1]
                  for _ in range(5000)])
error_sampled = np.std((draws - phi_tw + 180) % 360 - 180)
# Five percent is about five standard errors of the sampled spread
assert abs(error_sampled / error_linear - 1) < 0.05
sample = regular.copy()
sample[:, 2] = np.sqrt(0.4) * q_tw * np.cos(0.7 + ANGLE2)
assert abs(phase_error(sample, SIGMA) / np.degrees(SIGMA / q_tw) - 1) < 1e-5

# Pseudorotation at fixed q in V = B cos(phi)^2, one well around 90 degrees
BARRIER, MASS_U = 0.20, 14.0
K_EV = const.k / const.e
grid = (np.arange(1800) + 0.5) * np.pi / 1800


def spread(density):
    return np.degrees(np.sqrt(np.sum(density * (grid - np.pi / 2)**2)
                              / np.sum(density)))


def classical_density(temperature):
    return np.exp(-BARRIER * np.cos(grid)**2 / (K_EV * temperature))


def quantum_density(temperature, mass_u):
    m = np.arange(-150, 151)
    inertia = mass_u * const.atomic_mass * (q_tw * 1e-9)**2
    rotor = const.hbar**2 / (2 * inertia) / const.e
    hamiltonian = np.diag(rotor * m**2 + BARRIER / 2)
    hamiltonian += BARRIER / 4 * (np.eye(301, k=2) + np.eye(301, k=-2))
    energy, vectors = np.linalg.eigh(hamiltonian)
    population = np.exp(-(energy - energy[0]) / (K_EV * temperature))
    waves = np.exp(1j * np.outer(grid, m)) @ vectors
    return np.abs(waves)**2 @ population


assert abs(spread(quantum_density(300, 100 * MASS_U))
           / spread(classical_density(300)) - 1) < 0.002
refs_tw = shape_references(twist)
half_window = min(gap(refs_tw["twist", 0], value, 180)
                  for key, value in refs_tw.items()
                  if key != ("twist", 0)) / 2


def form_text(key):
    return f"{key[0]} on {NAMES[key[1]]}"


print(f"Bonds Cd-N, N-C, C-C: {CD_N:.3f} {N_C:.3f} {C_C:.3f} nm")
print(f"Twist N-C-C {NCC_ANGLE:.0f}, |NCCN| {NCCN_TORSION:.0f} deg")
print(f"Twist N-Cd-N bite (also C envelope): {bite:.2f} deg")
print(f"Flaps Cd, C: {METAL_FLAP:.0f}, {CARBON_FLAP:.0f} deg;"
      f" Cd-N4-C3 {CD_N_C_ANGLE:.0f} deg")
print("Carbon envelope coordinates x y z (nm), height z_j (nm):")
for label, point, height in zip(NAMES, carbon_env, z_ce):
    print(f"  {label:3s} " + " ".join(f"{v + 0.0:9.5f}" for v in point)
          + f"  {height:9.5f}")
centred_ce = carbon_env - carbon_env.mean(axis=0)
for label, vector, unit_text in (
        ("R'", np.sin(ANGLE1) @ centred_ce, "nm"),
        ("R''", np.cos(ANGLE1) @ centred_ce, "nm"),
        ("normal n", normal_ce, "(no unit)")):
    print(f"C envelope {label}: "
          + " ".join(f"{v:.5f}" for v in vector) + " " + unit_text)
for name, ring in rings.items():
    q, phi, _, _ = pucker(ring)
    print(f"{name}: q = {q:.5f} nm = {10 * q:.4f} angstrom,"
          f" phi = {phi:.3f} deg")
    print(f"  shape label: {form_text(nearest_form(phi, shape_references(ring)))}"
          f"; fixed label: {form_text(nearest_form(phi, FIXED))}")
print("Twist heights (nm): " + " ".join(f"{v:.5f}" for v in z_tw + 0.0))
print(f"Twist N1-C2-C3-N4 torsion: {torsion(*twist[1:]):.2f} deg")
flat_torsion = abs(torsion(*carbon_env[[3, 4, 0, 1]]))
assert flat_torsion < 1e-9
print(f"C envelope |C3-N4-Cd0-N1| torsion: {flat_torsion:.2f} deg")
print("C-envelope ring references mod 180 (deg): shape, fixed")
for key, value in sorted(shape_references(carbon_env).items(),
                         key=lambda item: FIXED[item[0]]):
    shown = (value + 1e-7) % 180
    print(f"  {form_text(key)}: {shown:.2f}, {FIXED[key]:.0f}")
print(f"500 rigid motions: max q change {q_change:.1e} nm,"
      f" phi {phi_change:.1e} deg")
print(f"C envelope mirrored: phi = {phi_mirror:.3f} deg")
print(f"Regular side {SIDE:.3f} nm; C2 raised 0.050 nm; metal bond varied:")
for length, phase, shift in stretch:
    print(f"  bond {length:.3f} nm: phi mod 180 {phase:.2f},"
          f" shift {shift:.2f} deg")
print(f"Coordinate error {SIGMA:.4f} nm: twist phase error"
      f" {error_linear:.3f} deg")
print(f"  sampled {error_sampled:.3f} deg;"
      f" sigma/q rule {np.degrees(SIGMA / q_tw):.3f} deg")
print(f"Rough barrier {BARRIER:.2f} eV, effective mass {MASS_U:.0f} u")
print(f"Metal-twist label half-window: {half_window:.2f} deg")
for temperature in (300, 450):
    density = classical_density(temperature)
    inside = np.abs(np.degrees(grid) - 90) < half_window
    fraction = density[inside].sum() / density.sum()
    thermal = K_EV * temperature
    rate = 2 * const.k * temperature / const.h * np.exp(-BARRIER / thermal)
    print(f"{temperature} K: rms phase classical {spread(density):.2f},"
          f" quantum {spread(quantum_density(temperature, MASS_U)):.2f} deg")
    print(f"  classical twist fraction {fraction:.3f};"
          f" inversion rate {rate:.1e} 1/s")
print("checks complete")
```

Printed output:

```
Bonds Cd-N, N-C, C-C: 0.235 0.148 0.152 nm
Twist N-C-C 110, |NCCN| 60 deg
Twist N-Cd-N bite (also C envelope): 75.86 deg
Flaps Cd, C: 40, 45 deg; Cd-N4-C3 107 deg
Carbon envelope coordinates x y z (nm), height z_j (nm):
  Cd0   0.00000   0.00000   0.00000    0.01366
  N1    0.14446  -0.18536   0.00000   -0.02653
  C2    0.07787  -0.30047   0.06495    0.02926
  C3   -0.05942  -0.30649   0.00000   -0.02082
  N4   -0.14446  -0.18536   0.00000    0.00443
C envelope R': 0.35547 0.00354 0.03818 nm
C envelope R'': -0.01493 0.37648 -0.05255 nm
C envelope normal n: -0.10715 0.13327 0.98527 (no unit)
twist: q = 0.04698 nm = 0.4698 angstrom, phi = 90.000 deg
  shape label: twist on Cd0; fixed label: twist on Cd0
metal envelope: q = 0.06295 nm = 0.6295 angstrom, phi = 180.000 deg
  shape label: envelope on Cd0; fixed label: envelope on Cd0
carbon envelope: q = 0.04690 nm = 0.4690 angstrom, phi = 62.590 deg
  shape label: envelope on C2; fixed label: twist on N4
Twist heights (nm): -0.00000 -0.01747 0.02826 -0.02826 0.01747
Twist N1-C2-C3-N4 torsion: -60.00 deg
C envelope |C3-N4-Cd0-N1| torsion: 0.00 deg
C-envelope ring references mod 180 (deg): shape, fixed
  envelope on Cd0: 0.58, 0
  twist on C3: 17.08, 18
  envelope on N1: 28.12, 36
  twist on N4: 45.89, 54
  envelope on C2: 62.59, 72
  twist on Cd0: 91.29, 90
  envelope on C3: 119.12, 108
  twist on N1: 133.24, 126
  envelope on N4: 149.67, 144
  twist on C2: 162.51, 162
500 rigid motions: max q change 1.3e-15 nm, phi 1.3e-12 deg
C envelope mirrored: phi = 242.590 deg
Regular side 0.150 nm; C2 raised 0.050 nm; metal bond varied:
  bond 0.150 nm: phi mod 180 72.00, shift 0.00 deg
  bond 0.190 nm: phi mod 180 65.49, shift 6.51 deg
  bond 0.235 nm: phi mod 180 61.30, shift 10.70 deg
Coordinate error 0.0005 nm: twist phase error 0.635 deg
  sampled 0.629 deg; sigma/q rule 0.610 deg
Rough barrier 0.20 eV, effective mass 14 u
Metal-twist label half-window: 14.20 deg
300 K: rms phase classical 15.98, quantum 16.50 deg
  classical twist fraction 0.646; inversion rate 5.5e+09 1/s
450 K: rms phase classical 21.03, quantum 21.34 deg
  classical twist fraction 0.538; inversion rate 1.1e+11 1/s
checks complete
```
